# Fano Lineshape of a Zone-Centre Phonon and Its Raman Maximum

## The number to be explained

In the worked example below, a model of heavily boron-doped silicon, the phonon frequency is 515.3 cm⁻¹, but the Raman maximum lies at 516.7 cm⁻¹. If the light scatters less strongly from the phonon, so that the asymmetry parameter $q$ falls from 4 to 1, the maximum moves to 520.9 cm⁻¹. That is above the 520.0 cm⁻¹ of the undoped crystal, although the phonon frequency and width have been held fixed. The displacement comes from interference between two routes to the same final states, and this appendix derives its size.

## Model and conventions

Frequencies and energies are both in cm⁻¹ ($\hbar=1$), and every width is a half width at half maximum. Visible light carries negligible momentum on the scale of the Brillouin zone, so one zone-centre phonon $b$ of bare frequency $\omega_0$ is kept. The electronic pair excitations $c_k$, of frequency $\omega_k$, are treated as bosons. With $Q=b+b^\dagger$ and $X_k=c_k+c_k^\dagger$,

$$H=\omega_0b^\dagger b+\sum_k\omega_kc_k^\dagger c_k+\sum_kV_kQX_k,\qquad M=T_pQ+\sum_kT_kX_k .$$

$M$ is the Raman operator. The amplitudes $T_p,T_k$ and couplings $V_k$ are real; a complex $T_p$ is treated later. Anharmonic decay of the phonon is represented by further modes $k$ with $V_k\neq0$ and $T_k=0$.

## Response of the coupled system

Add a weak probe $FM$ to $H$, varying as $e^{-i\omega t}$. An oscillator with a force term $fQ$ obeys $\omega b=\omega_0b+f$ and $\omega b^\dagger=-\omega_0b^\dagger-f$, so

$$Q=\left(\frac1{\omega-\omega_0}-\frac1{\omega+\omega_0}\right)f=g_0f,\qquad g_0=\frac{2\omega_0}{\omega^2-\omega_0^2}.$$

The same holds for $X_k$ with $g_k=2\omega_k/(\omega^2-\omega_k^2)$. The force on $X_k$ is $T_kF+V_kQ$, and that on $Q$ is $T_pF+\sum_kV_kX_k$. Define

$$\Pi_{AB}(\omega)=\sum_kA_kB_k\frac{2\omega_k}{(\omega+i0)^2-\omega_k^2},$$

where $+i0$ selects the causal response. Eliminating $X_k$ gives

$$Q=g_0\left[(T_p+\Pi_{TV})F+\Pi_{VV}Q\right].$$

Solving for $Q$,

$$Q=D\,(T_p+\Pi_{TV})F,\qquad D=\frac1{g_0^{-1}-\Pi_{VV}}=\frac{2\omega_0}{\omega^2-\omega_0^2-2\omega_0\Pi_{VV}} .$$

Inserting this into $M=T_pQ+\sum_kT_kX_k=\Pi_{TT}F+(T_p+\Pi_{TV})Q$ gives $M=\chi F$ with

$$\chi=\Pi_{TT}+(T_p+\Pi_{TV})^2D. \tag{1}$$

Within this quadratic model, (1) involves no further approximation.

**From response to intensity.** In terms of eigenstates with populations $p_i$,

$$\chi=\sum_{if}\frac{(p_i-p_f)|M_{fi}|^2}{\omega-(E_f-E_i)+i0}.$$

The Stokes intensity is $I=\sum_{if}p_i|M_{fi}|^2\delta(\omega-E_f+E_i)$. On the energy shell $p_f=p_ie^{-\omega/k_BT}$, with $k_BT$ in cm⁻¹, so $-\mathrm{Im}\,\chi/\pi=(1-e^{-\omega/k_BT})I$. Hence

$$I=(1+n)S,\qquad S=-\frac{\mathrm{Im}\,\chi}{\pi},\qquad n=\frac1{e^{\omega/k_BT}-1}.$$

Optical prefactors are taken as constant across the line.

## What the continuum does to the phonon

Three spectral densities describe the continuum:

$$B=\sum_kT_k^2\delta(\omega-\omega_k),\quad J=\sum_kT_kV_k\delta(\omega-\omega_k),\quad K=\sum_kV_k^2\delta(\omega-\omega_k).$$

Since $2\omega_k/[(\omega+i0)^2-\omega_k^2]=1/(\omega-\omega_k+i0)-1/(\omega+\omega_k)$, the imaginary parts of $\Pi_{TT},\Pi_{TV},\Pi_{VV}$ are $-\pi B,-\pi J,-\pi K$. For densities that are flat between $L$ and $U$, the real part is the density times

$$\Lambda(\omega)=\ln\frac{\omega-L}{U-\omega}-\ln\frac{U+\omega}{L+\omega}=\ln\frac{\omega^2-L^2}{U^2-\omega^2}. \tag{2}$$

The renormalized frequency $\omega_r$ is the zero of the real part of the denominator of $D$:

$$\omega_r^2=\omega_0^2+2\omega_0\,\mathrm{Re}\,\Pi_{VV}(\omega_r). \tag{3}$$

Each mode above $\omega_r$ contributes a negative term and each mode below a positive one. A flat window therefore softens the phonon if $\omega_r^2<(L^2+U^2)/2$ and hardens it otherwise.

Let $\Omega=\omega-\omega_r$ and $R'=d\,\mathrm{Re}\,\Pi_{VV}/d\omega$ at $\omega_r$. To first order in $\Omega$ the denominator is $2(\omega_r-\omega_0R')\Omega+2i\pi\omega_0K$. Dividing numerator and denominator by $2(\omega_r-\omega_0R')$,

$$D\simeq\frac{Z}{\Omega+iG},\qquad Z=\frac{\omega_0}{\omega_r-\omega_0R'},\qquad G=Z\pi K. \tag{4}$$

This needs $G\ll\omega_r$ and densities that vary little over the part of the line being used. It fails near a sharp edge of the continuum.

## The lineshape

Let $A=T_p+\mathrm{Re}\,\Pi_{TV}(\omega_r)$ be the dressed phonon amplitude: direct scattering plus scattering through virtual pairs. For $J\ne0$ define

$$q=\frac{A}{\pi J},\qquad c=\frac{J^2}{BK},\qquad x=\frac{\Omega}{G}.$$

The first term of (1) contributes $B$ to $S$. In the second, $(A-i\pi J)^2=\pi^2J^2(q-i)^2=\pi^2J^2(q^2-1-2iq)$, and

$$\mathrm{Im}\frac{(q^2-1-2iq)(\Omega-iG)}{\Omega^2+G^2}=-\frac{(q^2-1)G+2q\Omega}{\Omega^2+G^2}.$$

Multiplying by $-Z\pi^2J^2/\pi$ and dividing numerator and denominator by $G^2$,

$$S=B+\frac{Z\pi J^2}{G}\,\frac{q^2-1+2qx}{1+x^2}.$$

By (4), $Z\pi J^2/G=J^2/K=Bc$. Because $q^2-1+2qx=(q+x)^2-(1+x^2)$,

$$\boxed{S=B\left[1-c+c\,\frac{(q+x)^2}{1+x^2}\right]} \tag{5}$$

The pure Fano form is the case $c=1$. The Cauchy–Schwarz inequality, $J^2\le BK$, gives $c\le1$. Equality requires that, at the line's energy, $T_k$ be proportional to $V_k$ over all decay channels. Anharmonic decay adds to $K$ but not to $J$ or $B$, so it lowers $c$ and fills in the dip.

## Position and height of the maximum

With $h(x)=(q+x)^2/(1+x^2)$,

$$h'=\frac{2(q+x)(1+x^2)-2x(q+x)^2}{(1+x^2)^2}=\frac{2(q+x)(1-qx)}{(1+x^2)^2}.$$

At $x=-q$, $h=0$, its minimum. At $x=1/q$,

$$h=\frac{(q^2+1)^2/q^2}{(q^2+1)/q^2}=1+q^2 .$$

Therefore

$$\omega_{\max}=\omega_r+\frac Gq,\qquad S_{\max}=B(1+cq^2), \tag{6}$$

$$\omega_{\min}=\omega_r-qG,\qquad S_{\min}=B(1-c). \tag{7}$$

The contrast $c$ changes the heights but not the positions, provided $G$ is the total half width. Positive $q$ puts the dip below the peak and moves the peak up; negative $q$ gives the mirror image.

The height has a second reading. From the definitions,

$$Bcq^2=\frac{J^2}{K}\,\frac{A^2}{\pi^2J^2}=\frac{A^2}{\pi^2K}. \tag{8}$$

This is the peak of a pure phonon line with the same dressed amplitude. Interference thus moves the maximum, while the height there is the sum of the two separate contributions.

**Two limits.** If $J\to0$ at fixed $A$, then $q\to\infty$, $c\to0$ and $cq^2$ stays finite. Equation (5) becomes $B+(A^2/\pi^2K)/(1+x^2)$, a Lorentzian centred on $\omega_r$. If instead $A\to0$, then $q\to0$ and $S=B[1-c/(1+x^2)]$: the phonon appears as a dip at $\omega_r$ and the maximum runs off to infinity. Equation (6) fails well before that, because the maximum becomes very flat and the frequency dependence neglected in (5) decides its position. In the worked example below, (1) puts it 50 cm⁻¹ above $\omega_r$ instead of 56 at $q=0.1$, and 80 instead of 112 at $q=0.05$.

## Worked example

The setting is silicon with about $10^{20}$ boron atoms per cm³ at 300 K. Rough inputs are an undoped phonon at 520 cm⁻¹, half-width contributions $\pi K$ of 4.0 cm⁻¹ from electrons and 1.5 cm⁻¹ from anharmonic decay, and $q=4$. Both continua are flat from 200 to 3000 cm⁻¹, which is a modelling choice. So is taking the electronic $T_k$ proportional to $V_k$, which makes $J^2$ equal to $B$ times the electronic part of $K$. The bare frequency, 521.74 cm⁻¹, is fixed by requiring that anharmonic decay alone give 520 cm⁻¹.

With the continuum intensity as unit, $B=1$, $K=5.5/\pi=1.751$ cm⁻¹ and $J=\sqrt{4/\pi}=1.128$ cm⁻¹ᐟ². At the solution of (3), $\Lambda=-3.657$, and

$$\omega_r=\sqrt{521.74^2-2(521.74)(1.751)(3.657)}=515.3\ \text{cm}^{-1}.$$

The softening is 4.7 cm⁻¹. With $Z=1.021$, $G=1.021\times5.5=5.6$ cm⁻¹, and $c=4.0/5.5=0.727$. Then

$$\omega_{\max}=515.3+\frac{5.6}{4}=516.7\ \text{cm}^{-1}\quad(64.06\ \text{meV}),$$

$$S_{\max}=1+0.727\times16=12.6 .$$

The dressed amplitude is $A=4\pi J=14.2$ cm⁻¹ᐟ², so (8) gives $14.18^2/(\pi^2\times1.751)=11.6$ for the phonon part, as it should. The bare amplitude $T_p=A-J\Lambda=18.3$ cm⁻¹ᐟ² is larger: here the virtual pairs reduce the phonon scattering.

The maximum lies 3.3 cm⁻¹ below the undoped line. Taking it for the phonon would miss 1.4 of the 4.7 cm⁻¹ of softening, or 30 per cent.

Now change $T_p$ alone, holding the phonon, the continuum and the couplings fixed:

| $q$ | maximum (cm⁻¹) | height ($B$) |
|---:|---:|---:|
| 8 | 516.0 | 47.5 |
| 4 | 516.7 | 12.6 |
| 2 | 518.1 | 3.9 |
| 1 | 520.9 | 1.7 |
| −4 | 513.9 | 12.6 |

As $q$ falls from 8 to 1 the maximum climbs by 4.9 cm⁻¹ while its height falls from 47.5 to 1.7 times the continuum level.

**Independent check.** The continua were cut into cells, 0.2 cm⁻¹ wide near the line and wider far from it, and the coupled oscillators diagonalized as a normal-mode problem. In mass-weighted coordinates the matrix has diagonal elements $\omega_0^2,\omega_k^2$ and couplings $2\sqrt{\omega_0\omega_k}\,V_k$. The summed Raman strengths of the modes, smoothed by a Gaussian of standard deviation 0.3 cm⁻¹, need no response function. For the five values of $q$ they agree with equally smoothed (1) to $5\times10^{-5}$ of the peak, and with (5) to 0.7 per cent of the peak, between 490 and 545 cm⁻¹. The maxima agree with (6) within about 0.04 cm⁻¹ and 0.7 per cent in height.

The direction of the frequency shift was tested too. With the electronic continuum alone, confined to 200–600 cm⁻¹, a 520 cm⁻¹ phonon hardens to 521.2 cm⁻¹ in both calculations.

## Extracting the phonon from a measured line

First divide the spectrum by $1+n$, which is 1.09 here. For trial values of $\omega_r$ and $G$, (5) is linear in three coefficients:

$$S=\beta_0+\frac{\alpha+\beta x}{1+x^2},\qquad \alpha=Bc(q^2-1),\quad\beta=2Bcq. \tag{9}$$

Solve for these by linear least squares and search over $\omega_r$ and $G$ outside that step. Then $\alpha/\beta=(q^2-1)/(2q)$, or $q^2-2(\alpha/\beta)q-1=0$. The roots have product $-1$. Since $Bc>0$, $q$ must have the sign of $\beta$:

$$q=\frac\alpha\beta+\mathrm{sgn}(\beta)\sqrt{\frac{\alpha^2}{\beta^2}+1}. \tag{10}$$

If $\beta=0$, the line is a symmetric peak or dip at $\omega_r$ and (10) is not needed. A slit comparable with $G$ should be included by convolving (9) with the slit function before fitting.

Starting values come from the extrema. Equations (6) and (7) give

$$q^2=\frac{S_{\max}-B}{B-S_{\min}},\qquad G=\frac{|\omega_{\max}-\omega_{\min}|}{|q|+1/|q|},\qquad \omega_r=\omega_{\max}-\frac Gq .$$

Applied to the diagonalized spectrum for $q=4$, with $B=1$ known, they return $q=4.00$, $G=5.7$ cm⁻¹ and $\omega_r=515.3$ cm⁻¹. The width is 1.5 per cent too large because the dip lies at 492.5 cm⁻¹ instead of the 492.8 cm⁻¹ of (7). That far from $\omega_r$ the linearization (4) is less accurate, and the dressed amplitude differs slightly from its value $A$ at $\omega_r$, which offsets part of the error.

The level $B$ must not be read from one wing. For large $|x|$, $S-B\simeq2Bcq/x$, which at $x=20$ is still $0.29B$ in the example. In (5) the mean of the two wings at $\pm x$ differs from $B$ by only $Bc(q^2-1)/(1+x^2)$, or $0.03B$ at the same distance. So far from the line, the frequency dependence neglected in (5) matters as much: for the flat continuum of the example, (1) gives a difference of about $0.01B$.

A constant stray background raises $\beta_0$ but leaves $\alpha$, $\beta$ and hence $q$ unchanged. It does lower the apparent contrast, so $c$ has its microscopic meaning only after that background has been removed.

## A complex phonon amplitude

Near an optical resonance the phonon amplitude can acquire a phase relative to the electronic one. Let $T_p$ be complex and all $T_k$ real, so $q=q_1+iq_2$. The operator is then $M_1+iM_2$ with $M_2=(\mathrm{Im}\,T_p)Q$. For real $H$ the two cross terms in the intensity cancel, and $M_2$ adds a Lorentzian of height $(\mathrm{Im}\,T_p)^2/(\pi^2K)=Bcq_2^2$. Hence

$$S=B+Bc\,\frac{|q|^2-1+2q_1x}{1+x^2}.$$

This is again of the form (9). For $q_1\ne0$, a fit returns an effective $q'$ with

$$q'-\frac1{q'}=\frac{|q|^2-1}{q_1},\qquad c'=\frac{cq_1}{q'} .$$

The maximum is at $\omega_r+G/q'$, so the fitted $\omega_r$ and $G$ remain correct. A single spectrum cannot separate the phase from a reduced contrast, and $q'$ should then not be used to infer $A/J$.

## Comparison with real doped silicon

Strongly boron-doped silicon does show a softened, asymmetric Raman line with its dip on the low-frequency side. A $q$ of a few units and a half width of several cm⁻¹ are reasonable rough values near $10^{20}$ cm⁻³. The flat continuum is the weakest assumption. Parabolic heavy- and light-hole bands with rough masses 0.5 and 0.15 give a Fermi energy of 0.14 eV, well above $k_BT=0.026$ eV, and vertical pair transitions from about 800 to 2700 cm⁻¹. In that two-band model there would be no resonant continuum at the phonon at low temperature, and only a weak one at 300 K. The model is outside its regime at this doping, however: the split-off band lies only 44 meV away, and the heavy-hole band is strongly warped and non-parabolic. Six-band $k\cdot p$ bands with the standard parameters ($\gamma_1=4.285$, $\gamma_2=0.339$, $\gamma_3=1.446$) give a Fermi energy of about 0.07 eV. Their density of vertical pair transitions, counted without matrix elements, sets in near 200–300 cm⁻¹ and is close to its maximum at the phonon frequency, both at low temperature and at 300 K. The band structure alone therefore supplies a resonant continuum. Scattering smears it further: a mobility of 50 cm²/Vs and a mass of 0.4, both rough, imply a lifetime of 11 fs and a broadening of 470 cm⁻¹. The six-band density is not flat: by 1200 cm⁻¹ it has fallen to about half its maximum at low temperature and to about three quarters at 300 K. The softening depends on such details: starting the electronic window at 350 instead of 200 cm⁻¹, at fixed coupling density, adds about 0.6 cm⁻¹ to it.

For the $q=4$ line, other omissions displace the maximum as follows:

- Equal layers with 0.8, 1.0 and 1.2 times the nominal doping: +0.20 cm⁻¹.
- A slit of 2 cm⁻¹ full width: +0.08 cm⁻¹.
- An electronic density proportional to $\omega$, with real parts held fixed: −0.04 cm⁻¹. This is the effect on the lineshape alone. If the real parts follow the new density up to 3000 cm⁻¹, at unchanged bare frequency, $\omega_r$ itself falls by roughly 10 cm⁻¹.
- The thermal factor, if not divided out: −0.01 cm⁻¹.
- Laser heating by 10 K, at a rough −0.02 cm⁻¹/K: −0.2 cm⁻¹.
- Lattice contraction by boron: roughly +0.8 cm⁻¹ for a free lattice with linear contraction $5\times10^{-4}$ and Grüneisen parameter 1. A film clamped to its substrate will differ.

The last two move $\omega_r$ itself. They matter when the softening is converted into a doping level, but they do not explain a displacement between $\omega_{\max}$ and $\omega_r$.

Spectra taken with several laser wavelengths can separate the two kinds of shift. If $\omega_r$ and $G$ are common to all of them, a plot of $\omega_{\max}$ against $1/q$ is a straight line with slope $G$ and intercept $\omega_r$. This requires uniform doping over the largest probed depth, because the penetration of the light changes with its wavelength, and equal heating in all measurements. The numerical output following this text lists the values to more digits.

## Calculated quantities

```
undoped phonon 520.0 cm^-1, bare 521.74 cm^-1
continuum window 200 to 3000 cm^-1
electronic half width input 4.00 cm^-1
anharmonic half width input 1.50 cm^-1
doping 1.0e+20 cm^-3, temperature 300 K
density K = 1.7507 cm^-1, J = 1.1284 cm^-1/2, B = 1.0
window logarithm at w_r -3.6566
renormalized phonon w_r 515.30 cm^-1 = 63.889 meV
softening from undoped -4.70 cm^-1
pole weight Z 1.0210, half width G 5.615 cm^-1
contrast c 0.7273
q = 4: bare amplitude T_p 18.31 cm^-1/2
q = 4: dressed amplitude A 14.18 cm^-1/2
q | peak law, modes (cm^-1) | height law, modes (units of B)
   1 | 520.91, 520.95 | 1.727, 1.738
   2 | 518.10, 518.14 | 3.909, 3.915
   4 | 516.70, 516.72 | 12.636, 12.618
   8 | 516.00, 516.01 | 47.545, 47.428
  -4 | 513.89, 513.87 | 12.636, 12.618
q = 4: pure phonon height law 11.636, modes 11.603 B
q = 4: peak minus w_r, G/q = 1.404 cm^-1
q = 4: peak 516.70 cm^-1 = 64.063 meV
q = 4: peak minus undoped -3.30 cm^-1
dip law 492.84 cm^-1, height 0.2727 B
dip modes 492.51 cm^-1, height 0.2728 B
read back: q 3.997, G 5.701 cm^-1
read back: w_r 515.30 cm^-1
largest misfit modes/response 4.9e-05 of peak
largest misfit modes/Fano form 7.1e-03 of peak
two-channel test: q 2.551, c 0.2497
window 200-600 cm^-1, electronic part only:
  hardened phonon law 521.23, modes 521.23 cm^-1
thermal factor 1+n 1.0923
Neglected effects, displacement of the q = 4 maximum:
  near-pole formula minus full response -0.0097 cm^-1
  thermal factor -0.0080 cm^-1
  continuum density proportional to w -0.0360 cm^-1
  slit of 2.0 cm^-1 full width +0.0833 cm^-1
  doping layers 0.8, 1.0, 1.2 +0.2024 cm^-1
  heating by 10 K -0.20 cm^-1 (rough)
  boron lattice contraction +0.78 cm^-1 (rough)
softening change, window from 350 cm^-1: -0.58 cm^-1
hole lifetime 11.4 fs, width 467 cm^-1
parabolic Fermi energy 0.142 eV, kT 0.0259 eV
parabolic pair window 802 to 2672 cm^-1
```
